\section*{Curve of growth of a Voigt line: regimes and transition depths}

\section*{Problem}

A uniform gas lies in front of a source with a smooth spectrum. Its atoms absorb from the ground level in an isolated line at angular frequency $\omega_0$, with oscillator strength $f$. The number of absorbing atoms per unit area along the beam is $N$. The velocities are Maxwellian at temperature $T$, and the atomic mass is $M$. The upper level decays at the total rate $\Gamma_{\rm up}$. Brief collisions, independent of the velocity, occur at the rate $\nu_c$, and each gives the oscillating dipole a random phase. Emission into the beam and stimulated emission are neglected. The equivalent width is
\begin{equation}
W_\omega=\int\left[1-e^{-\tau(\omega)}\right]d\omega ,
\end{equation}
where $\tau$ is the optical depth. Its growth with $N$ is the curve of growth. Gaussian units are used; $m$ and $-e$ are the electron mass and charge.

\begin{enumerate}
\item Find $\tau(\omega)$ and reduce the curve to a function of two dimensionless parameters.
\item Verify that there are regimes in which $W_\omega$ grows as $N$, as the square root of a logarithm of $N$, and as $\sqrt N$. Find the prefactors, the first corrections and the conditions.
\item Decide whether neighbouring laws intersect, and define the two transition optical depths accordingly.
\item Compute the curve for $\lambda_0=500$ nm, $f=0.5$, $M=20$ u, $T=1000$ K and $\Gamma_{\rm up}=\nu_c=10^8\ {\rm s^{-1}}$. These are round model parameters. The radiative rate implied by $f$ is $(g_l/g_u)\,1.33\times10^8\ {\rm s^{-1}}$, so they are consistent only if the ratio of level degeneracies satisfies $g_l/g_u\le0.75$. Find the transition depths, and the effect of heating to 4000 K with $\Gamma_{\rm up}$ and $\nu_c$ fixed.
\end{enumerate}

\section*{Solution}

\subsection*{1. Optical depth}

The line profile is the Fourier transform of the dipole correlation function. Three processes damp this correlation.

Decay of the upper level reduces its amplitude by $e^{-\Gamma_{\rm up}t/2}$; the ground level does not decay. A collision makes the mean phase factor zero, so only atoms without a collision contribute, and their fraction is $e^{-\nu_ct}$. Together these give $e^{-\Gamma t/2}$ with
\begin{equation}
\Gamma=\Gamma_{\rm up}+2\nu_c .
\end{equation}
Finally, an atom with velocity $v$ along the beam has its frequency shifted by $\omega_0v/c$. The distribution of $v$ is proportional to $e^{-v^2/b^2}$, with $b=\sqrt{2kT/M}$, and the Gaussian average is
\begin{equation}
\left\langle e^{i\omega_0vt/c}\right\rangle=e^{-\Delta^2t^2/4},\qquad \Delta=\frac{\omega_0b}{c}.
\end{equation}

The normalized profile is therefore
\begin{equation}
\phi(\omega)=\frac1\pi\int_0^\infty\cos[(\omega-\omega_0)t]\,e^{-\Gamma t/2-\Delta^2t^2/4}\,dt .
\end{equation}
With $s=\Delta t$, $x=(\omega-\omega_0)/\Delta$ and $a=\Gamma/(2\Delta)$ this becomes $\phi=H(a,x)/(\sqrt\pi\,\Delta)$, where
\begin{equation}
H(a,x)=\frac1{\sqrt\pi}\int_0^\infty\cos(xs)\,e^{-as-s^2/4}\,ds \label{H}
\end{equation}
is the Voigt function. Since $\int\phi\,d\omega=1$, we have $\int H\,dx=\sqrt\pi$. For $a=0$, $H=e^{-x^2}$.

The area of the cross-section follows from a damped oscillator of strength $f$. Its polarizability is $\alpha=(e^2f/m)/(\omega_0^2-\omega^2-i\omega\Gamma)$. In a field of amplitude $E$ it absorbs the mean power $\tfrac12\omega\,{\rm Im}\,\alpha\,E^2$ from the flux $cE^2/8\pi$, so $\sigma=4\pi\omega\,{\rm Im}\,\alpha/c$. Near resonance $\omega_0^2-\omega^2\simeq-2\omega_0\delta$, with $\delta=\omega-\omega_0$, and
\begin{equation}
\int\sigma\,d\omega=\frac{4\pi e^2f}{mc}\int\frac{\Gamma/4}{\delta^2+\Gamma^2/4}\,d\delta
=\frac{4\pi e^2f}{mc}\,\frac{\pi}{2}=\frac{2\pi^2e^2f}{mc}.
\end{equation}
The area is independent of $\Gamma$, and Doppler shifts only redistribute it. Hence $\tau=N(2\pi^2e^2f/mc)\phi$, or
\begin{equation}
\tau=\tau_0H(a,x),\qquad \tau_0=\frac{2\pi^{3/2}e^2fN}{mc\Delta}. \label{tau0}
\end{equation}
Here $\tau_0$ is the central depth that the line would have for $a=0$; the actual central depth is $\tau_0H(a,0)$. The reduced curve of growth is
\begin{equation}
w(\tau_0,a)=\frac{W_\omega}{\Delta}=\int_{-\infty}^{\infty}\left[1-e^{-\tau_0H(a,x)}\right]dx . \label{w}
\end{equation}

\subsection*{2. The three regimes}

\paragraph{Weak line.} Expanding the exponential gives $w=\tau_0\int H\,dx-\tfrac12\tau_0^2\int H^2dx+\dots$ By Parseval's theorem applied to (\ref{H}),
\begin{align}
\int H^2dx&=\int_0^\infty e^{-2as-s^2/2}\,ds
=e^{2a^2}\int_{2a}^\infty e^{-u^2/2}\,du\nonumber\\
&=\sqrt{\frac\pi2}\,e^{2a^2}{\rm erfc}(\sqrt2\,a),
\end{align}
where $u=s+2a$ completes the square. Thus
\begin{equation}
w=\sqrt\pi\,\tau_0\left[1-\frac{\tau_0}{2\sqrt2}\,e^{2a^2}{\rm erfc}(\sqrt2\,a)+\dots\right]. \label{lin}
\end{equation}
While the correction is small, each atom absorbs independently and the width is linear in $N$. This requires $\tau_0\ll1$ for $a\lesssim1$. For $a\gg1$ the correction becomes $\tau_0/(4\sqrt\pi\,a)$, and the condition relaxes to $\tau_0\ll a$.

\paragraph{Saturated Doppler core.} First let $a=0$. With $t=x^2$ and $F(t)=1-\exp(-\tau_0e^{-t})$,
\begin{equation}
w=\int_0^\infty\frac{F(t)}{\sqrt t}\,dt=2\int_0^\infty\sqrt t\,[-F'(t)]\,dt .
\end{equation}
The boundary term $2\sqrt t\,F$ of the integration by parts vanishes at both ends. Put $v=\tau_0e^{-t}$. Then $-F'(t)\,dt$ becomes the positive weight $e^{-v}dv$, and
\begin{equation}
w=2\int_0^{\tau_0}\sqrt{\ln\tau_0-\ln v}\;e^{-v}\,dv .
\end{equation}
So $w/2$ is the mean of $\sqrt t$ for $t=\ln\tau_0-\ln v$. The weight missing beyond $v=\tau_0$ is $e^{-\tau_0}$, which is negligible here. The moments of $\ln v$ with weight $e^{-v}$ follow from derivatives of Euler's gamma function at argument 1: the mean is $-\gamma_E$, with $\gamma_E=0.5772$, and the variance is $\pi^2/6$. Hence $t$ has the mean
\begin{equation}
\mu=\ln\tau_0+\gamma_E
\end{equation}
and the variance $\pi^2/6$. Expanding $\sqrt t$ about $\mu$ to second order,
\begin{equation}
w\simeq2\left[\sqrt\mu-\frac{1}{8\mu^{3/2}}\,\frac{\pi^2}{6}\right]=2\sqrt\mu\left[1-\frac{\pi^2}{48\mu^2}\right]. \label{flat}
\end{equation}
The leading form is $2\sqrt{\ln\tau_0}$, but it is approached slowly, with a relative error of about $\gamma_E/(2\ln\tau_0)$. For $a=0$ and $\tau_0=10^4$ the integral gives $w=6.244$; the leading form gives 6.070 and $2\sqrt\mu$ gives 6.257. Below, ``flat law'' means $2\sqrt\mu$.

The line is black in its core, and the edge of the core lies near $|x|\simeq\sqrt\mu$, where the depth is $e^{-\gamma_E}=0.56$. More atoms move this edge outwards only slowly, because the Gaussian falls so steeply.

\paragraph{Damping wings.} For $a>0$ the profile at large $x$ is not Gaussian. Let $g(s)=e^{-as-s^2/4}$. Repeated integration by parts gives
\begin{equation}
\int_0^\infty\cos(xs)\,g\,ds\simeq-\frac{g'(0)}{x^2}+\frac{g'''(0)}{x^4},
\end{equation}
with $g'(0)=-a$ and $g'''(0)=\tfrac32a-a^3$. Therefore
\begin{equation}
\tau\simeq\frac{C}{x^2}\left[1+\frac{\beta}{x^2}\right],\qquad C=\frac{a\tau_0}{\sqrt\pi},\qquad \beta=\frac32-a^2. \label{wing}
\end{equation}
Suppose the edge of the black region lies in these wings. The leading term, integrated by parts and then with $u=1/x$, gives
\begin{align}
2\int_0^\infty\left(1-e^{-C/x^2}\right)dx&=2\int_0^\infty\frac{2C}{x^2}\,e^{-C/x^2}\,dx\nonumber\\
&=4C\int_0^\infty e^{-Cu^2}\,du=2\sqrt{\pi C}.
\end{align}
The second term of (\ref{wing}) changes $\tau$ by $C\beta/x^4$, and so changes $w$ by
\begin{equation}
2C\beta\int_0^\infty u^2e^{-Cu^2}\,du=\frac{\beta\sqrt\pi}{2\sqrt C}.
\end{equation}
Dividing by $2\sqrt{\pi C}$ and using $\pi C=\sqrt\pi\,a\tau_0$,
\begin{equation}
w\simeq2\sqrt{\sqrt\pi\,a\tau_0}\left[1+\frac{3/2-a^2}{4C}\right]. \label{damp}
\end{equation}
The edge lies at $|x|\sim\sqrt C$. The wing expansion must hold there, which requires $C\gg1$ and $C\gg a^2$. The black Doppler core, which ends near $x^2\simeq\ln\tau_0$, must also lie well inside this edge, which requires $C\gg\ln\tau_0$; the Gaussian part of the depth at the edge, about $\tau_0e^{-C}$, is then negligible.

\paragraph{From core to wings.} For small $a$ a single formula connects the two saturated regimes. Take the line as black for $|x|<X=\sqrt\mu$, with the depth $C/x^2$ outside:
\begin{equation}
w\simeq2\left[X+\int_X^\infty\left(1-e^{-C/x^2}\right)dx\right].
\end{equation}
Integration by parts, again with $u=1/x$, gives for the integral
\begin{equation}
-X\left(1-e^{-C/X^2}\right)+2C\int_0^{1/X}e^{-Cu^2}\,du ,
\end{equation}
and hence
\begin{equation}
w\simeq2\left[Xe^{-q}+\sqrt{\pi C}\,{\rm erf}(\sqrt q)\right],\qquad q=\frac{C}{X^2}=\frac{a\tau_0}{\sqrt\pi\,\mu}. \label{cw}
\end{equation}
For $q\ll1$ this is $2X(1+q)$, and for $q\gg1$ it is $2\sqrt{\pi C}$. The flat law therefore needs two conditions: $\ln\tau_0\gg1$ and $a\tau_0\ll\sqrt\pi\ln\tau_0$. They are compatible only for small $a$. At fixed $a>0$ any flat part is an intermediate regime, and the limit $\tau_0\to\infty$ belongs to the damping law.

Formula (\ref{cw}) neglects the finite width of the core edge and the higher terms of the wing. For $a=10^{-6}$, $10^{-4}$ and $0.0131$, at sampled depths from 10 to $10^8$, its largest error is 2.6\% of the computed $w$.

\subsection*{3. Transition depths}

\paragraph{Linear to flat.} The ratio of the flat law to the linear law is $R=2\sqrt\mu/(\sqrt\pi\,\tau_0)$. Since $d\mu/d\ln\tau_0=1$,
\begin{equation}
\frac{d\ln R}{d\ln\tau_0}=\frac1{2\mu}-1 ,
\end{equation}
so the maximum is at $\mu=\tfrac12$, where $\tau_0=e^{1/2-\gamma_E}$ and
\begin{equation}
R_{\max}=\sqrt{\frac2\pi}\,e^{\gamma_E-1/2}=0.862<1 .
\end{equation}
The two laws never intersect. The leading form $2\sqrt{\ln\tau_0}$ lies lower still, so it does not meet the linear law either. An intersection cannot define this transition.

The logarithmic slope can. From (\ref{w}),
\begin{equation}
S=\frac{d\ln w}{d\ln\tau_0}=\frac{\tau_0}{w}\int He^{-\tau_0H}\,dx .
\end{equation}
It is 1 for a weak line, about $1/(2\mu)$ on the flat part as long as the wings contribute little, and $\tfrac12-\beta/(4C)$ on the damping part, by (\ref{damp}). For $a^2<3/2$ the final value $\tfrac12$ is thus approached from below. In that case $S$ must pass through $\tfrac12$ on its way down from 1, and we define $\tau_1$ by this first crossing. For $a^2>3/2$ the final value is approached from above, and such a root is not guaranteed. For a pure Doppler line the numerical root is $\tau_1=2.14$. The root marks a transition to a flat part only for small $a$. For $a=1$ it lies at $\tau_0\approx22$, and the slope afterwards falls only about 0.003 below $\tfrac12$, so no flat part follows.

\paragraph{Flat to damping.} These laws do intersect if $a$ is small enough. Setting $2\sqrt\mu=2\sqrt{\pi C}$ and writing $y=\sqrt\pi\,a\tau_0$,
\begin{equation}
\ln\frac{y}{\sqrt\pi\,a}+\gamma_E=y\quad\Longrightarrow\quad ye^{-y}=\sqrt\pi\,a\,e^{-\gamma_E}. \label{y}
\end{equation}
The function $ye^{-y}$ has its maximum $1/e$ at $y=1$, so real solutions require
\begin{equation}
a\le\frac{e^{\gamma_E-1}}{\sqrt\pi}=0.370 .
\end{equation}
Below this limit there are two roots. The smaller has $\mu=y<1$, where the flat law does not apply. The larger belongs to the lower branch $W_{-1}$ of the Lambert function, the inverse of $z\mapsto ze^z$:
\begin{equation}
\tau_2=-\frac{W_{-1}\!\left(-\sqrt\pi\,a\,e^{-\gamma_E}\right)}{\sqrt\pi\,a}. \label{tau2}
\end{equation}
The existence of a root does not ensure a visible flat part; for that, $\mu=y$ must be well above 1.

At $\tau_2$ the two laws agree with each other but not with the curve. There $\pi C=X^2$, so $q=1/\pi$, and (\ref{cw}) gives
\begin{equation}
\frac{w}{2\sqrt\mu}\to e^{-1/\pi}+{\rm erf}\!\left(\frac1{\sqrt\pi}\right)=1.302\qquad(a\to0).
\end{equation}
This is a limit because $\mu\to\infty$ at $\tau_2$ as $a\to0$, and the neglected edge width and wing terms then vanish relative to $w$. Direct integration gives 1.333, 1.315 and 1.311 for $a=0.0131$, $10^{-4}$ and $10^{-6}$. The black core and the partly transparent wings both contribute, which for small $a$ lifts the curve about 30\% above either law. The excess is smaller when $a$ is close to the limit 0.370.

\subsection*{4. The computed curve}

For the given parameters $b=9.118\times10^4$ cm/s, and
\begin{align}
\Delta&=\frac{2\pi b}{\lambda_0}=\frac{2\pi(9.118\times10^4)}{5\times10^{-5}}\ {\rm s^{-1}}=1.146\times10^{10}\ {\rm s^{-1}},\\
a&=\frac{3\times10^8}{2(1.146\times10^{10})}=0.0131 .
\end{align}
Equation (\ref{tau0}) gives $\tau_0/N=4.105\times10^{-12}\ {\rm cm^2}$. At 1000 K $\hbar\omega_0/kT=28.8$, and at 4000 K it is 7.2, so thermal stimulated emission is negligible at both temperatures.

The integral (\ref{w}) is evaluated with $x=\sinh t$ and the trapezoidal rule in $t$, which resolves both the core edge and the distant wings. The last three columns below give each law divided by the computed $w$.

\begin{center}
\begin{tabular}{rrrrrr}
$\tau_0$ & $w$ & $S$ & linear & flat & damping\\
\hline
$10^{-2}$ & 0.0177 & 0.997 & 1.003 & -- & 1.725\\
$10^{-1}$ & 0.171 & 0.966 & 1.035 & -- & 0.562\\
$1$ & 1.293 & 0.715 & 1.37 & 1.175 & 0.236\\
$10$ & 3.427 & 0.212 & 5.17 & 0.990 & 0.281\\
$10^2$ & 5.262 & 0.203 & 33.7 & 0.865 & 0.579\\
$10^3$ & 10.40 & 0.408 & 170.5 & 0.526 & 0.927\\
$10^4$ & 30.62 & 0.495 & 579 & 0.204 & 0.995\\
$10^5$ & 96.39 & 0.4995 & 1839 & 0.072 & 0.9995
\end{tabular}
\end{center}

A dash means $\mu<0$, where the flat law is undefined. The damping ratio also passes through 1 between $\tau_0=10^{-2}$ and $10^{-1}$, but the slope there is near 1, so this is an accidental crossing and not a damping regime.

The flat ratio likewise passes through 1 accidentally: it rises from 0 at $\tau_0=e^{-\gamma_E}=0.56$ to 1.175 at $\tau_0=1$, where $\mu<1$ and the law does not apply. Leaving these accidental crossings aside, the linear law is within 10\% of $w$ up to $\tau_0=0.28$, the flat law from 2.4 to 65, and the damping law from about 760. Between 65 and 760 neither saturated law is that accurate, and (\ref{cw}) should be used.

The first transition is at $\tau_1=2.21$, or $N=5.4\times10^{11}\ {\rm cm^{-2}}$. Equation (\ref{tau2}) gives $\tau_2=265$, or $N=6.5\times10^{13}\ {\rm cm^{-2}}$. As a check, $\ln265.4+\gamma_E=6.16$ and $\sqrt\pi\,a\tau_2=6.16$. With the leading form $2\sqrt{\ln\tau_0}$ the crossing would be at 235.

The flat part is not very flat: the smallest slope is 0.176, at $\tau_0=33.4$. There $\mu=4.09$ and $q=0.060$. The core contributes $1/(2\mu)=0.122$. The wing factor $1+q$ adds $q(1-1/\mu)/(1+q)=0.043$, since $dq/d\ln\tau_0=q(1-1/\mu)$. These two terms account for most of the slope. The wings begin to steepen the curve well before $\tau_2$.

\paragraph{Physical widths and heating.} Multiplying the linear and damping laws by $\Delta$ and inserting $\tau_0$ and $a$,
\begin{align}
W_\omega^{\rm lin}&=\sqrt\pi\,\tau_0\Delta=\frac{2\pi^2e^2fN}{mc},\\
W_\omega^{\rm damp}&=2\Delta\sqrt{\sqrt\pi\,\frac{\Gamma}{2\Delta}\,\frac{2\pi^{3/2}e^2fN}{mc\Delta}}
=2\pi\sqrt{\frac{e^2fN\Gamma}{mc}} .
\end{align}
The Doppler width cancels from both. In the flat law $W_\omega=2\Delta\sqrt\mu$ it remains. The computed widths at 1000 K, with $W_\lambda=\lambda_0^2W_\omega/(2\pi c)$, and the ratios of the widths at 4000 K and 1000 K are:

\begin{center}
\begin{tabular}{rrrrr}
$N$ (cm$^{-2}$) & $\tau_0$ & $W_\omega$ (s$^{-1}$) & $W_\lambda$ (pm) & ratio\\
\hline
$10^{10}$ & 0.041 & $8.22\times10^{8}$ & 0.109 & 1.007\\
$10^{13}$ & 41 & $5.11\times10^{10}$ & 6.78 & 1.724\\
$10^{16}$ & $4.1\times10^4$ & $7.08\times10^{11}$ & 94.0 & 1.004
\end{tabular}
\end{center}

Heating doubles $\Delta$ and halves both $\tau_0$ and $a$. For the middle row $\mu$ falls from 4.29 to 3.60, so the flat law predicts the ratio $2\sqrt{3.60/4.29}=1.83$. The wing factor $1+q$ falls from 1.071 to 1.021, which lowers the prediction to 1.75, within 2\% of the computed ratio. In the last row $C$ falls from 303 to 76, and the correction in (\ref{damp}) rises from 0.12\% to 0.49\%, which explains the small increase.

A width on the flat part thus measures mainly the velocity spread and determines $N$ poorly. On the damping part it measures the product $fN\Gamma$, so $N$ follows only if $f$ and the full $\Gamma$, including its collisional part, are known.

The last row also shows where the model can fail. Its edge lies at $x\sim\sqrt C\simeq17$, a detuning of about $2\times10^{11}\ {\rm s^{-1}}$. The Lorentz wing with the full $\Gamma$ holds there only if collisions last much less than the inverse of this detuning, about 5 ps. Longer collisions would change the collisional part of the wing, and the damping law with $\Gamma=\Gamma_{\rm up}+2\nu_c$ would no longer apply. The numerical check checks the three laws and their first corrections against direct integration, and formula (\ref{tau2}) against a numerical root of the two laws that it equates.

\section*{Values computed for the example and the checks}
\begin{verbatim}
wavelength = 500 nm, f = 0.5, M = 20 u
temperatures = 1000 K and 4000 K
upper-level decay rate = 1.0e+08 s^-1
collision rate nu_c = 1.0e+08 s^-1
full Lorentz width Gamma = 3.0e+08 s^-1
omega0 = 3.7673e+15 s^-1
hbar omega0/(kT) at 1000 K = 28.78
Doppler speed b = 9.1184e+04 cm/s
Doppler width Delta = 1.1458e+10 s^-1
damping parameter a = 0.01309
tau0 per column density = 4.1054e-12 cm^2
tau0, w, slope, then law/w: linear, flat, damping
1e-02 0.017663 0.9965 1.003 none 1.7248
1e-01 0.17127 0.9660 1.035 none 0.5625
1e+00 1.2935 0.7145 1.37 1.1747 0.2355
1e+01 3.4274 0.2125 5.171 0.9903 0.2811
1e+02 5.2619 0.2027 33.68 0.8653 0.5790
1e+03 10.396 0.4080 170.5 0.5263 0.9267
1e+04 30.622 0.4948 578.8 0.2043 0.9949
1e+05 96.387 0.4995 1839 0.0721 0.9995
1e+06 304.66 0.4999 5818 0.0249 0.9999
pure Doppler: tau0, w, 2 sqrt(ln tau0), 2 sqrt(ln tau0 + gamma_E)
1e+04 6.24428 6.06971 6.25701
1e+08 8.71251 8.58386 8.71732
1e+16 12.23238 12.13942 12.23415
largest flat/linear law ratio = 0.8619
tau1 (slope 1/2), pure Doppler = 2.1402
tau1 (slope 1/2), example = 2.2102
column density at tau1 = 5.384e+11 cm^-2
smallest slope = 0.1759 at tau0 = 33.4
tau2 (flat-damping crossing) = 265.4
tau2 from leading flat law = 235.4
column density at tau2 = 6.465e+13 cm^-2
largest a with a crossing = 0.3697
limit of w/law at tau2 = 1.3024
w/law at tau2 for a = 1.309e-02: 1.3329
w/law at tau2 for a = 1.000e-04: 1.3153
w/law at tau2 for a = 1.000e-06: 1.3110
linear law within 10% up to tau0 = 0.283
flat law within 10% for tau0 = 2.44 to 65.5
damping law within 10% from tau0 = 757
core-wing formula, largest error = 2.64 %
linear: N = 1e+10 cm^-2, tau0 = 0.04105
  W = 8.2206e+08 s^-1 = 0.1091 pm; W(4000 K)/W(1000 K) = 1.0070
flat: N = 1e+13 cm^-2, tau0 = 41.05
  W = 5.1056e+10 s^-1 = 6.776 pm; W(4000 K)/W(1000 K) = 1.7237
damping: N = 1e+16 cm^-2, tau0 = 4.105e+04
  W = 7.0817e+11 s^-1 = 93.99 pm; W(4000 K)/W(1000 K) = 1.0038
\end{verbatim}
